# Why Baird's Rule Reverses Aromaticity in the Lowest Triplet

**Q:** I am told that a ring with $4m$ pi electrons is antiaromatic in its singlet ground state but aromatic in its lowest triplet, and that for $4m+2$ electrons it is the other way round. What model would let me see why?

**A:** Take a planar ring of $N$ sites, $N$ even and at least 4, with one pi electron per site and all bonds equal. An electron hops between neighbours with matrix element $-t$, where $t>0$, and the site energy is zero. At first I leave out electron repulsion, which makes this the Hückel model. All energies are in units of $t$, the natural unit here. The sigma frame, bond alternation and non-planar shapes are left out throughout.

A wave that closes on itself after $N$ sites has energy

$$\varepsilon_k=-2t\cos\frac{2\pi k}{N},\qquad k=0,\pm1,\pm2,\dots$$

The lowest level is single, and above it come pairs $\pm k$, up to a single top level. Now count each spin separately. If $n$ electrons of one spin fill the lowest levels, with $n<N$, the shell is closed when $n$ is odd. When $n$ is even, the last pair is half filled.

**Q:** So what are the numbers for the singlet and the triplet?

**A:** The singlet has $N/2$ electrons of each spin. The triplet, with its spin projection at the maximum, has $N/2+1$ and $N/2-1$. For $N=4m$ the singlet has $2m$ and $2m$, both even and both open. The triplet has $2m+1$ and $2m-1$, both odd and both closed. For $N=4m+2$ the singlet is closed and the triplet open.

**Q:** A closed shell sounds stable, but what does it do to the energy?

**A:** Write $x=\pi/N$. For odd $n=2p+1$ we need the sum of $\cos 2kx$ from $k=-p$ to $p$. Multiply each term by $2\sin x$:

$$2\sin x\cos 2kx=\sin(2k+1)x-\sin(2k-1)x .$$

Neighbouring terms cancel in the sum, leaving $\sin nx-\sin(-nx)=2\sin nx$. Hence

$$E(n)=-2t\,\frac{\sin nx}{\sin x}\qquad(n\ \text{odd}).$$

For even $n$, fill the closed shell of $n-1$ electrons and put one more in a level with $k=n/2$:

$$E(n)=-2t\,\frac{\sin(nx-x)+\sin x\cos nx}{\sin x}=-2t\,\frac{\sin nx}{\sin x}\cos x\qquad(n\ \text{even}),$$

because $\sin(nx-x)=\sin nx\cos x-\cos nx\sin x$. An even number thus carries a factor $\cos x<1$, which weakens the binding.

In the singlet, $nx=\pi/2$ and $\sin nx=1$. In the triplet, $nx=\pi/2\pm x$ and $\sin nx=\cos x$ for both spins. Adding the two spins gives

$$N=4m:\quad E_S=-4t\cot x,\qquad E_T=-4t\cot x,$$

$$N=4m+2:\quad E_S=-\frac{4t}{\sin x},\qquad E_T=-4t\,\frac{\cos^2x}{\sin x}=E_S+4t\sin x .$$

**Q:** But for $4m$ the triplet is no lower than the singlet! Where is the aromaticity?

**A:** It is not in the order of the two states. Aromaticity here means that a ring is more stable than a reference without cyclic conjugation, in the same spin state. So we need the open chain, both as a singlet and as a triplet.

In a chain of $N$ sites the wave vanishes at the imagined sites $0$ and $N+1$. With $y=\pi/[2(N+1)]$ the levels are $-2t\cos 2jy$, $j=1,\dots,N$. The singlet fills $j=1$ to $N/2$ twice. The same multiplication, now by $2\sin y$, gives

$$2\sin y\sum_{j=1}^{N/2}\cos 2jy=\sin(N+1)y-\sin y=1-\sin y,$$

since $(N+1)y=\pi/2$. Two spins and the factor $-2t$ then give

$$E_S^{\rm chain}=2t\left(1-\frac1{\sin y}\right).$$

The highest filled level has $2jy=Ny=\pi/2-y$ and energy $-2t\sin y$. The next has $2jy=\pi/2+y$ and energy $+2t\sin y$. Therefore

$$E_T^{\rm chain}=E_S^{\rm chain}+4t\sin y .$$

The chain always pays for its triplet. The $4m$ ring pays nothing, because its electron moves within a degenerate pair.

**Q:** Then I subtract the chain energy from the ring energy and look at the sign?

**A:** That works for the smallest rings. For $N=4$ the difference is $-4.000+4.472=+0.472$ in the singlet and $-4.000+3.236=-0.764$ in the triplet. But for the singlet at $N=8$ it is $-0.139$, and for the triplet at $N=10$ it is $-0.224$, where destabilisation was expected. The ring has one bond more than the chain, and this difference includes that bond's energy.

To remove it, look at a long chain. With $1/\sin y=1/y+y/6+\dots$ and $1/y=2(N+1)/\pi$,

$$E_S^{\rm chain}=-\frac{4N}{\pi}t+g-\frac{\pi t}{6N}+\dots,\qquad g=\left(2-\frac4\pi\right)t\approx0.727\,t .$$

The first term is the bulk energy of $N$ sites, which a long ring also has. The constant $g$ is the cost of having two ends. The reference for a ring is therefore the chain of the same $N$ and the same spin, less $g$:

$$\Delta=E^{\rm ring}-E^{\rm chain}+g .$$

Negative $\Delta$ means stabilised. This choice removes the end energy of a long chain, so in short chains some end effects remain.

**Q:** What does this corrected measure give?

**A:** For large $N$, use $\cot x=1/x-x/3$ and $1/\sin x=1/x+x/6$. The singlet ring energies become

$$-\frac{4N}{\pi}t+\frac{4\pi t}{3N}\quad(4m),\qquad -\frac{4N}{\pi}t-\frac{2\pi t}{3N}\quad(4m+2).$$

Subtracting the chain energy less $g$ adds $\pi t/(6N)$ to what remains, so to leading order

$$\Delta_S=+\frac{3\pi t}{2N}\quad(4m),\qquad \Delta_S=-\frac{\pi t}{2N}\quad(4m+2).$$

Now promote one electron. The chain pays $4t\sin y\approx2\pi t/N$. The $4m$ ring pays zero, so $\Delta$ falls by $2\pi t/N$. The $4m+2$ ring pays $4t\sin x\approx4\pi t/N$, so $\Delta$ rises by $2\pi t/N$:

$$\Delta_T=-\frac{\pi t}{2N}\quad(4m),\qquad \Delta_T=+\frac{3\pi t}{2N}\quad(4m+2).$$

The two singlet values have changed places. That is Baird's rule in energies: to leading order in $1/N$, the chain's promotion cost lies halfway between the costs of the two kinds of ring. In small systems it is somewhat below halfway, for example $0.890\,t$ against a ring cost of $2t$ at $N=6$.

**Q:** My molecules have four to eight sites, not hundreds. Do the signs survive?

**A:** They do, though one value is small. From the full energies, in units of $t$:

- $N=4$, singlet: $-4.000+4.472+0.727=+1.199$.
- $N=4$, triplet: $-4.000+3.236+0.727=-0.037$.
- $N=6$, singlet: $-8.000+6.988+0.727=-0.285$.
- $N=6$, triplet: $-6.000+6.098+0.727=+0.825$.
- $N=8$, triplet: $-9.657+8.823+0.727=-0.107$.

The numerical check finds the expected sign of $\Delta$ for every even $N$ from 4 to 200. The triplet at $N=4$ is far from its leading-order value $-\pi/8\approx-0.39$. Most of the gap comes from the short chain, whose promotion costs $1.236$ and not $2\pi/4\approx1.571$.

**Q:** A stabilisation of $0.037\,t$ does not convince me. Is there a measure that does not depend on the end correction?

**A:** Yes. Close the chain in two ways, once with the normal hopping $-t$ and once with $+t$. Contributions even in the closing hopping are the same in both, and they include those in which an electron crosses the new bond and returns by it. Half the difference,

$$D=\tfrac12\left[E(\text{normal})-E(\text{reversed})\right],$$

keeps the odd part, which comes from paths that go round the ring an odd number of times. Paths that go round twice stay in the even part, so the mean of the two closures is not an acyclic reference; $D$ measures a preference between two closures.

With the reversed closure the wave must change sign after one turn, so $k=\pm\tfrac12,\pm\tfrac32,\dots$ and the levels come in pairs from the bottom. Now even $n$ is closed. The two sums above go through unchanged with these $k$: even $n$ gives $-2t\sin nx/\sin x$, and odd $n$ gets the factor $\cos x$. For one spin with odd $n$,

$$D_n=-t\,\frac{\sin nx}{\sin x}(1-\cos x)=-t\sin nx\,\tan\frac x2,$$

by $(1-\cos x)/\sin x=\tan(x/2)$. For even $n$ the two closures exchange roles and the sign changes, so

$$D_n=(-1)^n\,t\sin nx\,\tan\frac x2 .$$

Since $\sin nx>0$ for $0<n<N$, parity alone fixes the sign. For $N=4m$, adding the spins gives $D_S=+2t\tan(x/2)$ and $D_T=-2t\cos x\tan(x/2)$. For $N=4m+2$ both signs are reversed. At $N=4$ this is $+0.828\,t$ and $-0.586\,t$, so the triplet's preference for normal closure is not marginal. $D$ and $\Delta$ differ in size because $\Delta$ also contains even contributions. Without repulsion the sign is the common result, and the size depends on the reference.

**Q:** Electrons repel each other. Why should filling orbitals one by one still decide anything?

**A:** The parity rule can be obtained without orbitals. Describe each state by which sites hold spin-up and which hold spin-down electrons, and write the creation operators of each spin in site order. A hop between sites $i$ and $i+1$ passes no electron of its own spin, so its matrix element is $-t$. A hop between sites $N$ and $1$ passes the other $n-1$, and each exchange gives a minus sign. With normal closure its element is $-t(-1)^{n-1}$.

If both spin numbers are odd, normal closure makes all off-diagonal elements negative or zero. If both are even, reversed closure does so. Call this the favoured matrix $F$ and the other one $B$. A repulsion that depends on site occupations alone is diagonal, and equal in both. Let $b_i$ be the real, normalised ground-state amplitudes of $B$, and use $|b_i|$ as a trial state for $F$:

$$E_F\le\sum_iB_{ii}b_i^2-\sum_{i\ne j}|B_{ij}||b_ib_j|\le\sum_{ij}B_{ij}b_ib_j=E_B .$$

**Q:** Could the two energies be equal?

**A:** No. Equality would make $|b_i|$ a ground state of $F$. If one amplitude were zero, its eigenvalue equation would force all amplitudes one hop away to be zero, and so on through all configurations; hence none is zero. Equality would also need $B_{ij}b_ib_j<0$ for every allowed hop. Around a closed sequence of hops each $b_i$ appears twice, so the number of positive $B_{ij}$ would have to be even.

Now move every electron of one spin forward to the place of the next. An electron still on its way can be blocked only by another still on its way, and they cannot all be blocked while $n<N$, so the moves are possible. The configuration returns to itself and the closing bond is crossed once. That hop is the one positive element, which is a contradiction. So $E_F<E_B$: $D$ is negative for two odd numbers and positive for two even ones, for the lowest state with those spin numbers. This fixes the sign of $D$, not of $\Delta$. With on-site repulsion $U$ alone, and $g$ taken from chains with the same repulsion, $\Delta$ keeps the expected signs for $N=4,6,8$ at $U=2t$. At $U=8t$ it has the wrong sign for the $N=4$ triplet ($+0.03\,t$) and for both states at $N=8$ ($-0.04\,t$ singlet, $+0.02\,t$ triplet).

**Q:** How large is the effect with a realistic form of repulsion?

**A:** I used a Pariser–Parr–Pople model with round parameters: on-site repulsion $U=4t$, and $V(r)=U/\sqrt{1+r^2}$ between sites of a regular polygon, $r$ in bond lengths. Full configuration interaction solves this model without further approximation, but the model itself still has one orbital per site and a fixed geometry.

For $N=4$, measured from the same polygon with its closing hop cut, the singlet lies at $+0.257\,t$ with normal and $-1.132\,t$ with reversed closure. Thus $D=(0.257+1.132)t/2=+0.69\,t$. In the triplet, $D=(-0.647-0.141)t/2=-0.39\,t$. For $N=6$ the values are $-0.42\,t$ (singlet) and $+0.32\,t$ (triplet); for $N=8$ they are $+0.30\,t$ and $-0.24\,t$. All are smaller than without repulsion, but none changes sign. With these parameters $\Delta$, taken against zigzag chains with the same repulsion and $g\approx0.55\,t$ fitted to chains of up to ten sites, also has the expected sign in all six cases. The sizes of $D$ depend on the parameters. Ohno values ($U=11.26$ eV, $t=2.4$ eV, bond length 1.4 Å) lower each $|D|$ by about $0.05\,t$. The Mataga–Nishimoto form ($U=10.84$ eV) gives $+0.51\,t$ for the $N=4$ singlet and $-0.13\,t$ for the $N=8$ triplet. The signs stay the same.

The cut polygon is again no safe reference by itself: the $N=6$ triplet and the $N=8$ singlet lie below it, by $0.06\,t$ and $0.24\,t$, although both have positive $D$.

**Q:** And does repulsion finally put the aromatic triplet below the antiaromatic singlet?

**A:** Not in this model. It lifts the Hückel degeneracy in favour of the singlet, by $0.10\,t$ for $N=4$ and $0.13\,t$ for $N=8$. For $N=6$ the triplet lies $1.6\,t$ above the singlet. These gaps shift with the parameters: for $N=4,8,6$ they are $0.145\,t$, $0.188\,t$, $1.47\,t$ with the Ohno values and $0.20\,t$, $0.26\,t$, $1.18\,t$ with the Mataga–Nishimoto form, the singlet staying lower. Baird's rule compares each state with its own acyclic reference, so it does not predict which spin state is the ground state. For a real molecule, bond alternation, twisting and strain must be added before energies are compared with experiment.

## Computed results

```
All energies in units of t; S singlet, T triplet
End energy g: formula 0.72676, from chains 0.72676
Ring levels N=4: -2.000 0.000 0.000 2.000
Ring levels N=8: -2.000 -1.414 -1.414 0.000 0.000 1.414 1.414 2.000
Independent electrons (Hueckel):
 N state spins   E_ring  E_chain     bare    Delta        D
 4   S   2+2   -4.0000  -4.4721  +0.4721  +1.1989  +0.8284
 4   T   3+1   -4.0000  -3.2361  -0.7639  -0.0372  -0.5858
 6   S   3+3   -8.0000  -6.9879  -1.0121  -0.2853  -0.5359
 6   T   4+2   -6.0000  -6.0978  +0.0978  +0.8246  +0.4641
 8   S   4+4   -9.6569  -9.5175  -0.1393  +0.5874  +0.3978
 8   T   5+3   -9.6569  -8.8229  -0.8339  -0.1071  -0.3675
10   S   5+5  -12.9443 -12.0533  -0.8909  -0.1642  -0.3168
10   T   6+4  -11.7082 -11.4841  -0.2241  +0.5026  +0.3013
(bare = E_ring - E_chain)
Promotion energy E_T - E_S:
 N= 4 ring 0.0000  chain 1.2361
 N= 6 ring 2.0000  chain 0.8901
 N= 8 ring 0.0000  chain 0.6946
 N=10 ring 1.2361  chain 0.5693
N*Delta for large rings, computed and limit:
 N=400 S: +4.7111  limit +4.7124
 N=400 T: -1.5564  limit -1.5708
 N=402 S: -1.5721  limit -1.5708
 N=402 T: +4.7266  limit +4.7124
Repulsion, FCI: U = 4.0 t, V = U/sqrt(1+r^2), r in bonds
 normal, reversed: energy relative to the cut ring
 N=4 S: normal +0.2568  reversed -1.1323  D +0.6945
 N=4 T: normal -0.6471  reversed +0.1406  D -0.3939
 N=6 S: normal -0.9324  reversed -0.0830  D -0.4247
 N=6 T: normal -0.0626  reversed -0.6998  D +0.3186
 N=8 S: normal -0.2414  reversed -0.8316  D +0.2951
 N=8 T: normal -0.6916  reversed -0.2021  D -0.2448
 Ring N=4: E_T - E_S = 0.1035
 Ring N=6: E_T - E_S = 1.6088
 Ring N=8: E_T - E_S = 0.1308
Random interactions obeying the parity rule: 24
```
